# Wrinkling wavelength of a stiff plasma-modified skin on deep resist

When a photoresist on a biased wafer is exposed to an argon plasma, ions of some hundred eV stop within a few nanometres of its surface. They break bonds, drive out light atoms and can leave a dense, carbon-rich skin on polymer that the ions do not reach. The skin is much stiffer than the resist and, because it forms in place while atoms are driven into it, it can be under strong compression. A compressed stiff sheet can relieve its stress by buckling, but the resist resists being deformed. What lateral length does this competition select, and at what stress?

Let $s$ denote the skin, of thickness $h$, and $f$ its foundation, the resist. Define the plane-strain modulus $\bar E=E/(1-\nu^2)$, with $E$ Young's modulus and $\nu$ Poisson's ratio. The result to be derived is

$$\lambda_0=2\pi h\left(\frac{\bar E_s}{3\bar E_f}\right)^{1/3}.$$

If $s$ were read as "substrate" and $f$ as "film", the ratio would be upside down and the formula false. No quantum constant enters, so the algebra holds in atomic units as in any consistent units.

Both materials are taken as linear, isotropic and elastic, with $\bar E_s\gg\bar E_f$. The resist is deep compared with $1/k$, where $k=2\pi/\lambda$, and is unstressed before wrinkling. The interface is first taken to carry no shear; bonding is treated afterwards. The initial stress $\sigma$ and the pressure on the resist are counted positive in compression; strains and stress increments are positive in extension.

## The two stiffnesses

**Skin.** The wrinkles vary along $x$ and nothing moves along $y$. From $\varepsilon_{yy}=(\sigma_{yy}-\nu_s\sigma_{xx})/E_s=0$ and $\sigma_{zz}=0$ follows $\sigma_{yy}=\nu_s\sigma_{xx}$, so

$$\varepsilon_{xx}=\frac{\sigma_{xx}-\nu_s\sigma_{yy}}{E_s}=\frac{1-\nu_s^2}{E_s}\sigma_{xx},\qquad \sigma_{xx}=\bar E_s\varepsilon_{xx}.$$

These are increments on top of the initial stress. Let $z$ and the deflection $w(x)$ point down into the resist, and let $\zeta$ be the depth from the skin's mid-plane. Bending gives $\varepsilon_{xx}=-\zeta w''$, hence the moment

$$M=\int_{-h/2}^{h/2}\zeta\sigma_{xx}\,d\zeta=-Dw'',\qquad D=\frac{\bar E_sh^3}{12}.$$

**Resist.** Put $u_x=U(z)\sin kx$ and $u_z=W(z)\cos kx$. Equilibrium reads $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$, where $\nu$ and the shear modulus $\mu$ belong to the resist. With $\nabla\cdot\mathbf u=\theta(z)\cos kx$ and $\theta=kU+W'$, its components are

$$(1-2\nu)(U''-k^2U)=k\theta,\qquad(1-2\nu)(W''-k^2W)=-\theta'.$$

The divergence of the equilibrium equation gives $\theta''=k^2\theta$, so the decaying solution is $\theta=\theta_0e^{-kz}$. Both right-hand sides are then $k\theta_0e^{-kz}$. Since $(ze^{-kz})''-k^2ze^{-kz}=-2ke^{-kz}$,

$$U=(U_0+cz)e^{-kz},\quad W=(W_0+cz)e^{-kz},\quad \theta_0=-2(1-2\nu)c.$$

But $\theta=kU+W'$ also gives $\theta_0=k(U_0-W_0)+c$. Equating the two,

$$c=\frac{k(W_0-U_0)}{3-4\nu}.$$

The surface shear stress has amplitude $\tau=\mu(U'-kW)=\mu(c-kU_0-kW_0)$. The pressure on the resist is $p=-2\mu W'-\Lambda\theta$ with $\Lambda=2\mu\nu/(1-2\nu)$. At $z=0$, $W'=c-kW_0$ and $\Lambda\theta_0=-4\mu\nu c$, so

$$p=2\mu\left[kW_0-(1-2\nu)c\right].$$

For $\tau=0$ we need $c=k(U_0+W_0)$. Combined with the previous expression for $c$, this gives $U_0=-(1-2\nu)W_0/[2(1-\nu)]$ and $c=kW_0/[2(1-\nu)]$. Therefore

$$p=2\mu kW_0\left[1-\frac{1-2\nu}{2(1-\nu)}\right]=\frac{\mu k}{1-\nu}W_0.$$

Because $E=2\mu(1+\nu)$, $\bar E_f=2\mu/(1-\nu)$, and

$$p=KW_0,\qquad K=\tfrac12\bar E_fk.$$

The resist acts as a spring that is softer for longer waves, since a long wave spreads its strain over a greater depth.

## First derivation: balance of forces

Let $N=\sigma h$ be the compressive force per unit width and $Q$ the shear force in the skin. With shear-free faces, moment balance gives $M'=Q$. The vertical forces per area are $Q'$, the contribution $-Nw''$ of the compressed, curved skin, and the reaction $-Kw$ of the resist. Their sum vanishes:

$$M''-Nw''-Kw=0\quad\Rightarrow\quad Dw''''+Nw''+Kw=0.$$

For $w=A\cos kx$ this becomes $Dk^4-Nk^2+K=0$, or

$$N(k)=Dk^2+\frac{\bar E_f}{2k}.$$

This is the force at which a wave of wave number $k$ can stand in equilibrium. Short waves are costly in bending, long waves in deforming the resist. As compression rises slowly from zero, the first wave reached is at the minimum:

$$\frac{dN}{dk}=2Dk-\frac{\bar E_f}{2k^2}=0\quad\Rightarrow\quad k_0^3=\frac{\bar E_f}{4D}=\frac{3\bar E_f}{\bar E_sh^3}.$$

The second derivative, $2D+\bar E_f/k^3$, is positive. Thus $k_0h=(3\bar E_f/\bar E_s)^{1/3}$, and $\lambda_0=2\pi/k_0$ is the stated result. The 3 is the 12 of the bending stiffness divided by 4: a factor 2 from differentiating $k^2$ and a factor 2 from the $\tfrac12$ in $K$.

At the minimum $\bar E_f/(2k_0)=2Dk_0^2$, so $N_c=3Dk_0^2$. Dividing by $h$,

$$\sigma_c=\frac{\bar E_s(k_0h)^2}{4}=\frac{\bar E_s}{4}\left(\frac{3\bar E_f}{\bar E_s}\right)^{2/3}.$$

If the skin is compressed equally along $x$ and $y$, $\sigma_{yy}$ does no work in a wave along $x$, and the threshold still concerns $\sigma_{xx}$. A constant surface tension $\gamma$ replaces $N$ by $N-\gamma$. It raises the threshold stress by $\gamma/h$ and leaves $k_0$ unchanged in this plate model.

## Second derivation: least energy at finite amplitude

Now fix the initial stress $\sigma$ and ask which wrinkled state has the least energy. The projected length of the skin along $x$ is fixed by the wafer. A deflection lengthens the skin by the mean strain $e=\langle w'^2\rangle/2$; with a shear-free interface the skin slides until this strain is uniform. Per unit area, the membrane energy changes by $-\sigma he+\tfrac12\bar E_she^2$.

For $w=A\cos kx$, $e=k^2A^2/4$. The bending energy is $\tfrac12D\langle w''^2\rangle=Dk^4A^2/4=Dk^2e$. The resist stores $\tfrac12K\langle w^2\rangle=KA^2/4=(K/k^2)e$. The total is

$$F=e\left[N(k)-\sigma h\right]+\tfrac12\bar E_she^2,$$

with the same $N(k)$ as before. At fixed $k$, $\partial F/\partial e=0$ gives $e=[\sigma h-N(k)]/(\bar E_sh)$ when this is positive, and then

$$F=-\frac{[\sigma h-N(k)]^2}{2\bar E_sh}.$$

The lowest energy therefore belongs to the smallest $N(k)$, whatever the excess stress. That minimum can be found without calculus. Split the resist term into two equal parts and use the inequality between arithmetic and geometric means:

$$Dk^2+\frac{\bar E_f}{4k}+\frac{\bar E_f}{4k}\ge3\left(\frac{D\bar E_f^2}{16}\right)^{1/3}.$$

Equality requires equal terms, $Dk^2=\bar E_f/(4k)$, which is again $k_0^3=\bar E_f/(4D)$. It also shows that at $k_0$ the resist stores twice the bending energy.

A sum of several harmonics along $x$ does not do better. If harmonic $n$ contributes $e_n$ and $e=\sum_ne_n$, the energy is $\sum_ne_n[N(k_n)-\sigma h]+\tfrac12\bar E_she^2$, which is at least $e[N_c-\sigma h]+\tfrac12\bar E_she^2$. The single wave $k_0$ attains this bound.

The amplitude follows from $k_0^2A^2/4=(\sigma-\sigma_c)/\bar E_s$ and $\bar E_s=4\sigma_c/(k_0h)^2$:

$$A=h\sqrt{\frac{\sigma}{\sigma_c}-1}.$$

## A bonded skin

A real skin is bonded to the resist. Its membrane stiffness per area, $\bar E_shk^2$, exceeds the resist's, of order $\bar E_fk$, by a factor of order $3/(k_0h)^2$. To leading order its tangential motion is suppressed. Setting $U_0=0$ gives $c=kW_0/(3-4\nu_f)$ and

$$K=\frac{4\mu k(1-\nu_f)}{3-4\nu_f}=\beta\,\frac{\bar E_fk}{2},\qquad\beta=\frac{4(1-\nu_f)^2}{3-4\nu_f}.$$

So $\bar E_f$ is replaced by $\beta\bar E_f$: the wavelength becomes $\lambda_0\beta^{-1/3}$ and the threshold $\sigma_c\beta^{2/3}$. For an incompressible resist, $\nu_f=1/2$, $\beta=1$ and the original formula returns.

The next correction arises because the skin's lower face moves sideways as the skin tilts, $u_x=-(h/2)w'$, or $U_0=khW_0/2$. From the general $p$, the coupling stiffness between $U_0$ and $W_0$ is $2\mu k(1-2\nu_f)/(3-4\nu_f)$. It enters the energy twice, so $K$ grows by this stiffness times $kh$. Dividing by $k^2h$ gives the stress shift

$$\Delta\sigma=\frac{2\mu(1-2\nu_f)}{3-4\nu_f}.$$

It does not depend on $k$. Bonding thus raises the threshold at this order without moving the minimum.

## Numbers for a plasma-treated resist

Take $h=2.0$ nm, $E_s=80$ GPa, $\nu_s=0.25$, and a warm resist with $E_f=1.0$ GPa, $\nu_f=0.40$ and depth 200 nm. Then $\bar E_s=80/0.9375=85.3$ GPa and $\bar E_f=1/0.84=1.19$ GPa, so

$$\lambda_0=2\pi(2.0\ \text{nm})\left(\frac{85.3}{3\times1.19}\right)^{1/3}=36.2\ \text{nm}=362\ \text{Å}.$$

Here $k_0h=0.347$ and $\sigma_c=85.3\times0.347^2/4=2.57$ GPa, or 0.016 eV/Å$^3$. At an assumed compression of 3.0 GPa, $A=2.0\sqrt{3.0/2.57-1}=0.82$ nm, an rms roughness of $A/\sqrt2=0.58$ nm. The linear solution then puts a shear stress of about 30 MPa in the resist. A warm polymer may yield at such a stress, so this amplitude is an elastic estimate, not a prediction. The inverted ratio would give 2.1 nm, about the skin's own thickness, where thin-plate theory has no meaning.

To estimate the error of plate theory, the skin and resist can both be treated by two-dimensional elasticity. The fields $U(z)$ and $W(z)$ are expanded in finite elements through the depth, the work of the initial stress on the full second-order (Green) strain is included, and the lowest buckling stress is minimised over $k$. With a shear-free interface, $\nu_s=0.25$ and $\nu_f=0.3$, the ratio of computed wavelength to $\lambda_0$ is 0.974, 0.994 and 0.999 for $\bar E_s/\bar E_f=10^2$, $10^3$ and $10^4$. The deficit falls by a factor of about 4.6 for each tenfold rise in contrast, as expected of an error proportional to $(k_0h)^2\propto(\bar E_f/\bar E_s)^{2/3}$. The threshold strain $\sigma_c/\bar E_s=(k_0h)^2/4$ is of this same order, so the size of the deficit depends on which finite-strain measure the constant moduli refer to: at contrast $10^2$ the ratio is 0.974 for Green strain, 0.982 for Biot strain and 0.990 for logarithmic strain. The scaling is fixed; the coefficient is not fixed by linear elasticity alone. The values below use Green strain.

For the resist example the same method gives:

| Case | $\lambda$ (nm) | threshold (GPa) |
|---|---:|---:|
| Plate formula | 36.2 | 2.57 |
| Shear-free interface | 35.0 | 2.51 |
| Bonded interface | 35.0 | 2.70 |
| Bonded, resist 10 nm deep | 27.8 | 3.08 |
| Bonded, $E_f=0.1$ GPa | 76.9 | 0.57 |

The plate formula is 3.5% above the bonded wavelength; with logarithmic strain the bonded values become 35.7 nm and 2.755 GPa, and the excess is 1.3%. The bonded threshold can be traced: $\beta^{2/3}=1.02$ raises 2.57 to 2.62 GPa, and $\Delta\sigma=0.10$ GPa brings it to 2.72 GPa. Two smaller effects then nearly cancel: the resist's tangential stiffness, acting on the sideways motion of the skin's lower face, adds $\mu(1-\nu_f)k_0h/(3-4\nu_f)=0.05$ GPa, while corrections beyond plate theory, of relative order $(k_0h)^2$, take away about 0.07 GPa, close to the 0.06 GPa they remove in the shear-free case. The computed value is 2.70 GPa. Close to threshold the amplitude is sensitive to such shifts: putting 2.70 GPa into its formula lowers $A$ from 0.82 to 0.67 nm.

Doubling the 200 nm depth leaves the wavelength at 35.0 nm, because $k_0H\approx35$ for depth $H$. At 10 nm, $k_0H\approx1.7$, the rigid base is felt and the deep-resist formula fails.

These parameters are illustrative values for a methacrylate resist in an argon plasma, not measurements. Ultraviolet light from the plasma can also change the resist below the reach of the ions, which the uniform foundation used here leaves out. The stress in such a skin is uncertain, and 3.0 GPa was chosen to lie above the threshold of the sharp skin on a deep resist. Real skins have no sharp lower edge. If modulus, Poisson's ratio and initial stress follow the weight $1/[1+e^{(z-h)/\delta}]$, with $z$ now measured from the top of the skin and $\delta=0.3$ nm, the bonded wavelength rises from 35.0 to 40.2 nm, by 15%. The second moment of this weight about its centroid is 1.43 times that of the sharp skin, and $1.43^{1/3}=1.13$ accounts for most of the rise. The threshold, counted as the stress near the top of the skin, rises from 2.70 to 3.25 GPa, above the assumed 3.0 GPa, so this graded skin would stay flat. A larger uncertainty is heating: a tenfold softer resist, at unchanged $\nu_f$, more than doubles the wavelength. By contrast, a surface tension of 0.04 N/m raises the threshold by 0.02 GPa and leaves the wavelength at 35.0 nm. Thermal compression of the resist for 60 K of heating, $E_f\alpha\Delta T/(1-\nu_f)=0.007$ GPa with expansion coefficient $\alpha=7\times10^{-5}$/K, changes the wavelength by 0.2 to 0.5%, depending on the strain measure.

## What each derivation assumes

Both derivations use thin-plate bending, small slopes and the linear response $K$ of a deep resist. They differ in how they select the wave.

The force balance needs only an infinitesimal deflection. It makes no claim about energy minima, but selects $k_0$ because that wave is reached first when compression rises slowly. If the stress is already above $\sigma_c$, every $k$ with $N(k)<\sigma h$ is unstable, and the static balance alone does not choose among them.

The energy argument does choose, and supplies the amplitude. For this it assumes that the skin can relax to its lowest state, that its properties stay fixed meanwhile, that its membrane strain is uniform, and that the pattern consists of parallel stripes. Under equal compression along $x$ and $y$ the threshold is the same for every direction of the wave, so two-dimensional patterns can compete above it; the amplitude formula does not cover them.

In a plasma the skin may thicken, be etched and ride on a flowing resist while it wrinkles. The wavelength can then depend on rates and history, which neither derivation contains. The formula is the elastic reference: it applies when the assumptions above hold, the resist neither yields nor flows, and the skin's thickness and the two moduli change little during the time the wrinkles need to form.
